\section*{Retarded self-energy of a semi-infinite chain, inside and outside the band}

\section{Definitions and conventions}

A lead is a row of sites $n=1,2,3,\dots$ with spacing $a$, one orthonormal orbital $|n\rangle$ per site, zero on-site energy and nearest-neighbour hopping $-t$, where $t>0$. Its Hamiltonian $H_L$ acts as
\begin{equation}
H_L|n\rangle=-t\,|n+1\rangle-t\,|n-1\rangle\quad(n\ge2),\qquad H_L|1\rangle=-t\,|2\rangle .
\end{equation}
On the infinite chain, the wave $\psi_n=e^{ikna}$ has energy $E=-2t\cos ka$, so the band is $|E|\le 2t$. A nonzero on-site energy $\varepsilon_0$ is included by replacing $E$ with $E-\varepsilon_0$.

The lead is attached to site $0$ of a finite device with Hamiltonian $h_D$. The contact hopping is $-t_c$, and $t_c=t$ unless stated otherwise. Electrons are independent and spin adds no term to $H$.

States evolve as $e^{-iHs/\hbar}$ in time $s$. The retarded Green function collects the response after a source has acted:
\begin{equation}
G(z)=-\frac{i}{\hbar}\int_0^\infty e^{izs/\hbar}e^{-iHs/\hbar}\,ds=(z-H)^{-1},\qquad z=E+i\eta,\quad \eta>0 .
\end{equation}
The positive $\eta$ makes the integral converge. The limit $\eta\to0^+$ is taken last, after the lead has been made infinite.

\section{Elimination of the lead}

\paragraph{Lemma 1.} For $\eta>0$ the device block of $G$ is
\begin{equation}
G_{DD}=\bigl[z-h_D-\Sigma_c(z)\,|0\rangle\langle0|\bigr]^{-1},\qquad \Sigma_c(z)=t_c^2\,g(z),
\end{equation}
where $g(z)=\langle1|(z-H_L)^{-1}|1\rangle$ belongs to the isolated lead.

\paragraph{Proof.} Let $V=-t_c|0\rangle\langle1|$ be the coupling from lead to device. The device columns of $(z-H)G=1$ read
\begin{align}
(z-h_D)G_{DD}-VG_{LD}&=1,\\
(z-H_L)G_{LD}-V^\dagger G_{DD}&=0 .
\end{align}
Since $H_L$ is bounded and Hermitian and $\eta>0$, $z-H_L$ has an inverse. The second line gives $G_{LD}=(z-H_L)^{-1}V^\dagger G_{DD}$. Inserted in the first, it produces the term
\begin{equation}
V(z-H_L)^{-1}V^\dagger=(-t_c)^2\,|0\rangle\langle1|(z-H_L)^{-1}|1\rangle\langle0|=t_c^2\,g\,|0\rangle\langle0| .
\end{equation}
This proves the lemma. For $t_c=t$ write $\Sigma=t^2g$; in general $\Sigma_c=(t_c/t)^2\Sigma$.

\paragraph{Lemma 2.} For $\eta>0$ the equation
\begin{equation}
\lambda+\frac1\lambda=-\frac zt \label{eq:lam}
\end{equation}
has one root with $|\lambda|<1$, and with this root $\Sigma(z)=-t\lambda$.

\paragraph{Proof.} Multiplication by $\lambda$ gives $\lambda^2+(z/t)\lambda+1=0$, so the two roots have product $1$. If one were $e^{i\theta}$ with real $\theta$, the left side of \eqref{eq:lam} would be $2\cos\theta$, which is real, while $z$ is not. Hence one root lies inside the unit circle and the other outside.

Let $u_n=\langle n|(z-H_L)^{-1}|1\rangle$. The rows of $(z-H_L)u=|1\rangle$ are
\begin{align}
zu_1+tu_2&=1, \label{eq:first}\\
zu_n+tu_{n-1}+tu_{n+1}&=0\qquad(n\ge2).
\end{align}
The second line is a recursion with general solution $u_n=A\lambda^n+B\lambda^{-n}$. The resolvent maps the normalized state $|1\rangle$ to a state of finite norm, so $\sum_n|u_n|^2<\infty$ and the growing part must vanish: $B=0$. Equation \eqref{eq:first} becomes $A(z\lambda+t\lambda^2)=1$. By the quadratic equation the bracket equals $-t$, so $A=-1/t$. Therefore $g=u_1=-\lambda/t$ and $\Sigma=t^2g=-t\lambda$.

\section{The theorem}

\paragraph{Theorem.} Under the assumptions above, with $t_c=t$,
\begin{equation}
\Sigma(E)=\lim_{\eta\to0^+}\Sigma(E+i\eta)=-t\,e^{ika},\qquad E=-2t\cos ka,
\end{equation}
where the root is fixed as follows.
\begin{itemize}
\item For $|E|<2t$: $0<ka<\pi$, and $\Sigma=\dfrac E2-i\sqrt{t^2-\dfrac{E^2}{4}}$.
\item For $E>2t$: $ka=\pi+i\kappa a$ with $\kappa>0$, and $\Sigma=+t\,e^{-\kappa a}=\dfrac E2-\sqrt{\dfrac{E^2}{4}-t^2}$.
\item For $E<-2t$: $ka=i\kappa a$ with $\kappa>0$, and $\Sigma=-t\,e^{-\kappa a}=\dfrac E2+\sqrt{\dfrac{E^2}{4}-t^2}$.
\end{itemize}
Outside the band $2t\cosh\kappa a=|E|$. At the edges $\Sigma(\pm2t)=\pm t$.

\paragraph{Proof.} Write the root of Lemma 2 as $\lambda=e^{i(q'+iq'')}$ with real $q',q''$. Since $|\lambda|=e^{-q''}<1$, $q''>0$. Equation \eqref{eq:lam} gives $z=-2t\cos(q'+iq'')$, whose real and imaginary parts are
\begin{equation}
E=-2t\cos q'\cosh q'',\qquad \eta=2t\sin q'\sinh q'' . \label{eq:parts}
\end{equation}
As $\eta$, $t$ and $\sinh q''$ are positive, $\sin q'>0$. Thus $\operatorname{Im}\lambda=e^{-q''}\sin q'>0$ as well as $|\lambda|<1$. The roots of a quadratic depend continuously on its coefficients, so in the limit $\operatorname{Im}\lambda\ge0$ and $|\lambda|\le1$.

Inside the band the two limiting roots are $e^{\pm ika}$. Both have modulus $1$, and the condition $\operatorname{Im}\lambda\ge0$ selects $0<ka<\pi$. Then $-t\cos ka=E/2$ and $t\sin ka=\sqrt{t^2-E^2/4}$ with the positive square root.

Outside the band the roots are real and have different moduli, so $|\lambda|\le1$ selects the smaller one. For $E>2t$ their sum is negative, hence $\lambda=-e^{-\kappa a}$ and
\begin{equation}
\Sigma=t(\cosh\kappa a-\sinh\kappa a)=\frac E2-\sqrt{\frac{E^2}{4}-t^2}.
\end{equation}
For $E<-2t$ the sum is positive, $\lambda=e^{-\kappa a}$, and $\Sigma=-t\cosh\kappa a+t\sinh\kappa a$ is the stated form. At $E=\pm2t$ the double root is $\lambda=\mp1$, so $\Sigma=\pm t$.

\section{Remarks on the root}

\paragraph{Direction of flow.} Inside the band the group velocity is
\begin{equation}
v=\frac1\hbar\frac{dE}{dk}=\frac{2ta}{\hbar}\sin ka>0,
\end{equation}
directed from the device into the lead. The broadening is
\begin{equation}
\Gamma=-2\operatorname{Im}\Sigma=2t\sin ka=\frac{\hbar v}{a}.
\end{equation}
The criterion is the sign of the velocity. If $t$ were negative, \eqref{eq:parts} would require $\sin q'<0$, and the retarded root would have negative $k$ but still positive $v$. For $t>0$ and $\eta<0$ the decaying solution also has $\sin q'<0$; its limit inside the band is the advanced self-energy $-te^{-ika}=\Sigma^*$.

\paragraph{One formula for complex energy.} With principal square roots,
\begin{equation}
\Sigma(z)=\tfrac12\left[z-\sqrt{z-2t}\,\sqrt{z+2t}\right],\qquad \operatorname{Im}z>0. \label{eq:one}
\end{equation}
To see this, put $\lambda=-\Sigma/t$ in the quadratic equation, which gives $\Sigma^2-z\Sigma+t^2=0$. Its solutions are $(z\mp R)/2$ with $R=\sqrt{z-2t}\sqrt{z+2t}$, and both are continuous in the upper half-plane. Neither has modulus $t$ there, by Lemma 2, so the same sign gives the smaller solution throughout. At $z=iy$, $y>0$, the arguments of $z-2t$ and $z+2t$ add to $\pi$, so $R=i\sqrt{y^2+4t^2}$. The minus sign then gives modulus $(\sqrt{y^2+4t^2}-y)/2<t$, as required.

\paragraph{Band edge.} At $z=2t+i\eta$ with $\eta\ll t$, \eqref{eq:one} gives
\begin{equation}
\Sigma-t=\frac{i\eta}{2}-\frac12\sqrt{i\eta}\,\sqrt{4t+i\eta}\simeq-\sqrt{it\eta},\qquad |\Sigma-t|\simeq\sqrt{t\eta}.
\end{equation}
A small damping therefore has a much larger effect at an edge than its own size. For $t=1.5$ eV and $\eta=10^{-6}$ eV the deviation is $1.22\times10^{-3}$ eV.

\paragraph{Order of limits.} A lead of finite length at real $E$ has a real $g$ wherever $g$ is finite, because its Hamiltonian is a real symmetric matrix. Its self-energy has no imaginary part: the wave returns from the far end. With $N$ sites and damping $\eta$, the returning amplitude is of order $e^{-2Nq''}$, where $q''\simeq\eta/(2t\sin ka)$ inside the band. A finite lead can imitate an infinite one if $Nq''\gg1$.

\section{Two consequences for a defect}

\paragraph{Proposition.} Let site $0$ have energy $U$ and be joined by hopping $-t$ to a lead on each side. Inside the band its transmission probability is
\begin{equation}
\mathcal T=\frac{\Gamma^2}{\Gamma^2+U^2}. \label{eq:T}
\end{equation}
For $U\ne0$ there is one bound state, at $E_b=\operatorname{sgn}(U)\sqrt{4t^2+U^2}$.

\paragraph{Proof.} For a wave incident from the left take
\begin{equation}
\psi_n=e^{ikna}+r\,e^{-ikna}\ (n\le0),\qquad \psi_n=\tau e^{ikna}\ (n\ge0).
\end{equation}
Equality at $n=0$ gives $r=\tau-1$, so $\psi_{-1}=e^{-ika}-e^{ika}+\tau e^{ika}$. The equation at site $0$, $E\psi_0=U\psi_0-t\psi_{-1}-t\psi_1$, becomes
\begin{equation}
E\tau=U\tau+2it\sin ka-2te^{ika}\tau .
\end{equation}
Since $-2te^{ika}=2\Sigma$ and $2t\sin ka=\Gamma$, this is $(E-U-2\Sigma)\tau=i\Gamma$. Moreover $E-2\Sigma=-2t\cos ka+2te^{ika}=i\Gamma$. Hence $\tau=i\Gamma/(i\Gamma-U)$. The two leads have equal velocities, so $\mathcal T=|\tau|^2$, which is \eqref{eq:T}.

Outside the band a bound state has $\psi_n=\psi_0\lambda^{|n|}$ with $|\lambda|<1$, and site $0$ requires $E-U-2\Sigma=0$. From the theorem, $E-2\Sigma=\operatorname{sgn}(E)\sqrt{E^2-4t^2}$. This equals $U$ when $E$ has the sign of $U$ and $E^2=4t^2+U^2$. A finite-norm state inside the band or at an edge is excluded because the lead solutions there do not decay.

The rejected root is $t^2/\Sigma=E-\Sigma$. It reverses the sign of $E-2\Sigma$ and would place the state of a repulsive site below the band. The outside root thus decides a physical result even though no current flows there.

\section{Several transverse modes}

Let each layer of a wire have Hamiltonian $h_\perp$, and let equal sites of adjacent layers be joined by $-t$. With $h_\perp\chi_m=\varepsilon_m\chi_m$, the interlayer hopping is $-t$ times the unit matrix and does not mix the $\chi_m$. Each mode is a chain with on-site energy $\varepsilon_m$, so
\begin{equation}
\boldsymbol\Sigma(E)=\sum_m\chi_m\,\Sigma(E-\varepsilon_m)\,\chi_m^\dagger .
\end{equation}
Modes with $|E-\varepsilon_m|<2t$ are open and carry current; those with $|E-\varepsilon_m|>2t$ are closed and need the evanescent root.

For a cross-section of $2\times3$ sites with hopping $-t$ in all directions, $\varepsilon_m$ is one of $\pm t$ plus one of $0,\pm\sqrt2\,t$. At $E=0$ two of the six modes, with $\varepsilon_m=\pm(1+\sqrt2)t$, are closed. For $t=1.5$ eV, eliminating layers of the full matrix at $\eta=10^{-6}$ eV reproduced every element of the mode sum within $10^{-5}$ eV.

\section{Numbers for a spacing and velocity like those of copper}

Take $t=1.5$ eV, $a=0.25$ nm and $U=1$ eV. At $E=-1.5$ eV, $\cos ka=0.5$, so $ka=60^\circ$ and
\begin{equation}
\Sigma=-1.5\,(0.5+0.8660\,i)=-0.750-1.299\,i\ \text{eV}.
\end{equation}
Thus $\Gamma=2.598$ eV and $v=\Gamma a/\hbar=9.87\times10^5$ m/s. Repeated elimination of every second lead site, at $\eta=10^{-6}$ eV, gives the same $\Sigma$ to the printed digits.

At $E=\pm3.75$ eV, $\cosh\kappa a=1.25$ and $e^{\kappa a}=1.25+0.75=2$. Hence $\Sigma=\pm0.75$ eV, while the rejected roots are $\pm3.00$ eV. The amplitude halves from site to site, alternating in sign above the band, and its decay length is $0.25/0.6931=0.361$ nm.

For the defect, $\Gamma^2=6.75$ eV$^2$ and $\mathcal T=6.75/7.75=0.871$. The zero-temperature linear conductance, with two spins, is
\begin{equation}
\frac{2e^2}{h}\mathcal T=77.48\times0.871=67.5\ \mu\text{S}.
\end{equation}
The bound state lies at $\sqrt{9+1}=3.162$ eV. Diagonalization of a 401-site chain gives the same value. The amplitude on a neighbouring site divided by that on the defect is $-0.721$, equal to $-\Sigma(E_b)/t$.

A site of energy $-1.5$ eV joined to one lead by $t_c=0.15$ eV shows $\Gamma$ as an escape rate. To leading order in $\alpha=(t_c/t)^2=0.01$, its occupation decays as $e^{-\Gamma_cs/\hbar}$ while the pole of its Green function dominates. Here $\Gamma_c=\alpha\Gamma=0.02598$ eV and the lifetime is $\hbar/\Gamma_c=25.3$ fs. Time evolution on 500 sites, between $s=20$ and $60$ $\hbar$/eV, gives $0.02607$ eV. The next order accounts for the difference. The pole is at $E_p\simeq\varepsilon+\alpha\Sigma+\alpha^2\Sigma\Sigma'$, with $\Sigma$ and $\Sigma'=d\Sigma/dE=0.5-0.289i$ taken at $\varepsilon=-1.5$ eV. Since $\operatorname{Im}(\Sigma\Sigma')=-0.433$ eV, the width rises by $2\times10^{-4}\times0.433\simeq0.00009$ eV.

\paragraph{Comparison with the real metal.} The spacing and velocity are of the rough size found in copper, about $0.25$ nm and $10^6$ m/s, but the chain is not copper's band structure. It stands for one transverse mode of a model wire whose layers are joined by a single hopping, as in the previous section; the modes of real copper do not separate this simply. The defect results carry over to such a wire, mode by mode, only when a whole layer is shifted by $U$. A defect on a single site $j$ couples modes $m$ and $m'$ through $U\chi_m^*(j)\chi_{m'}(j)$. Equation \eqref{eq:T} and the bound-state energy then do not apply, and the defect reflects and binds much more weakly. A simple cubic wire of $40\times40$ sites, $10$ nm on a side, has $1014$ open modes out of $1600$ at half filling ($E=0$), and a ballistic conductance of $78.6$ mS. Adding a second-neighbour hopping $-t_2$ with $t_2=0.15$ eV at fixed $E=-1.5$ eV raises $\hbar v/a$ to $3.07$ eV, by $18\%$; the lead then needs a matrix self-energy. Thermal averaging at $378$ K changes $\mathcal T$ from $0.8710$ to $0.8708$.

Of the neglected effects estimated here, scattering matters most for a long interconnect. Take a rough mean free path $\ell=40$ nm, with intensity falling as $e^{-x/\ell}$. Then $q''=a/2\ell$, and \eqref{eq:parts} gives $\eta\simeq\Gamma a/2\ell=8.1$ meV. This moves $\Sigma$ by $4.7$ meV, or $0.3\%$ of $|\Sigma|$. At this energy, well away from the band edges, the lead's local response is little affected, but transmission along a wire is not. Near an edge the change is larger, up to about $\sqrt{t\eta}=0.11$ eV for the same $\eta$. For two incoherent scatterers, summing the multiple reflections gives
\begin{equation}
\mathcal T_{12}=\frac{\mathcal T_1\mathcal T_2}{1-(1-\mathcal T_1)(1-\mathcal T_2)}
\quad\Rightarrow\quad
\frac1{\mathcal T_{12}}-1=\left(\frac1{\mathcal T_1}-1\right)+\left(\frac1{\mathcal T_2}-1\right).
\end{equation}
A thin slab that reflects the fraction $dx/\ell$ contributes $dx/\ell$, so a length $L$ has $\mathcal T=1/(1+L/\ell)$. For $L=1000$ nm this is $1/26=0.038$, and the $78.6$ mS falls to about $3$ mS. This is an order-of-magnitude estimate. It uses one $\ell$ along the axis for all modes, although oblique modes travel a longer path per unit length of wire, and the lengths for attenuation and for backscattering need not be equal. If only half of the scattering events reverse the direction along the wire, the backscattering length is $2\ell$ and the estimate nearly doubles. For comparison, a bulk copper resistivity of about $1.7\times10^{-8}\ \Omega$ m gives about $6$ mS for this geometry. In a real $10$ nm wire, surfaces and grain boundaries shorten $\ell$ further. The ballistic result is suited to a contact or defect region much shorter than $\ell$. Most of the values used here are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
hopping t = 1.50 eV
spacing a = 0.25 nm
band edges = -/+ 3.00 eV
INSIDE: E = -1.50 eV
ka = 1.0472 rad = 60.0 deg
Sigma formula = -0.7500 -1.2990i eV
Sigma decimation = -0.7500 -1.2990i eV
damping eta in decimation = 1e-06 eV
Gamma = 2.5981 eV
group velocity = 9.868e+05 m/s
OUTSIDE: E = 3.75 eV
Sigma formula = 0.7500 eV
Sigma decimation, real part = 0.7500 eV
rejected root = 3.0000 eV
amplitude ratio per site = -0.5000
OUTSIDE: E = -3.75 eV
Sigma formula = -0.7500 eV
Sigma decimation, real part = -0.7500 eV
rejected root = -3.0000 eV
amplitude ratio per site = 0.5000
kappa a = 0.6931
amplitude decay length = 0.361 nm
edge deviation of Sigma at this eta = 1.224e-03 eV
WEAK CONTACT: t_c = 0.15 eV
Gamma_c formula = 0.02598 eV
Gamma_c from time decay = 0.02607 eV
lifetime hbar/Gamma_c = 25.33 fs
DEFECT: U = 1.00 eV
T formula at E inside = 0.87097
T wave recursion = 0.87097
conductance quantum 2e^2/h = 77.481 uS
defect conductance = 67.483 uS
bound state formula = 3.16228 eV
bound state diagonalization = 3.16228 eV
bound-state amplitude ratio = -0.7208
SMALL WIRE 2 x 3 sites: closed modes = 2 of 6
NEGLECTED: wire side = 10.0 nm
open modes = 1014 of 1600
ballistic conductance = 78.57 mS
second-neighbour hopping = 0.15 eV
hbar v/a with it = 3.0685 eV
change of hbar v/a = 18.1 %
temperature = 378 K, kT = 0.0326 eV
thermally averaged T = 0.87084
rough mean free path = 40 nm
scattering eta = 8.12 meV
change |delta Sigma| = 4.68 meV
wire length = 1000 nm
T per mode, 1/(1+L/l) = 0.0385
T per mode, slab composition = 0.0384
\end{verbatim}
